# Cosh-shaped deposition profile and Thiele modulus of a blind cylindrical hole

## A hole that consumes very little

A cylindrical hole of diameter $d$ and depth $L\gg d$ is closed at the bottom and open at the top to a gas that deposits a film. Let $z$ be the depth below the mouth, and let $\Gamma(z)$ be the impinging flux, the number of depositing molecules that strike unit area of the side wall per unit time. Each hit leads to reaction with probability $s$, the sticking probability. An open flat surface beside the hole receives the flux $\Gamma_0$.

Suppose first that the hole consumes so little that $\Gamma$ is close to $\Gamma_0$ everywhere. In the steady state, the molecules crossing the section at depth $z$ must supply all the reaction below it. If $J$ is the net downward flow per unit area of cross-section, and the small bottom area is neglected, then

$$
\frac{\pi d^2}{4}\,J(z)=s\,\Gamma_0\,\pi d\,(L-z)
\quad\Longrightarrow\quad
J(z)=\frac{4s\Gamma_0}{d}(L-z). \tag{1}
$$

This flow needs a gradient. The relation, derived below as (12), is $J=-(4d/3)\,\Gamma'$, where the prime means $d/dz$. Hence

$$
\Gamma'(z)=-\frac{3}{4d}J(z)=-\frac{3s\Gamma_0}{d^2}(L-z). \tag{2}
$$

Integration from $0$ to $L$, with $\Gamma(0)=\Gamma_0$ and $\int_0^L(L-z)\,dz=L^2/2$, gives

$$
1-\frac{\Gamma(L)}{\Gamma_0}=\frac{3sL^2}{2d^2}=\frac{\phi^2}{2},
\qquad \phi=\frac{L\sqrt{3s}}{d}. \tag{3}
$$

One factor of $L$ comes from the wall area to be supplied, the other from the distance over which the supply must travel. The number $\phi$ is the Thiele modulus. When $\phi$ is not small, the consumption at each depth must follow the reduced flux there, and the parabola implied by (2) becomes a hyperbolic cosine.

## Assumptions

The mean free path is much larger than $d$, so molecules fly from wall to wall without colliding. A molecule that does not react leaves the wall in a random direction given by the cosine law, with no memory of its arrival. The sticking probability is constant in time and the same on all surfaces. The film is thin compared with $d$, and the gas adjusts much faster than the surface changes. The gas outside is isotropic and is not depleted by the hole. Directed ions are not included.

With uniform $s$, the deposition rate $R$ is proportional to $s\Gamma$, so $R(z)/R_0=\Gamma(z)/\Gamma_0$, where $R_0$ is the rate on the open surface. The result below is the leading order for $s\to0$ and $L/d\to\infty$ at fixed $\phi$. In a shallow hole with small $s$, the rate is nearly uniform and the formula rightly gives a ratio near one, but it does not give the small reduction below one accurately; that requires a deep hole.

## One flight across the hole

At a wall point, take the inward normal, the tangent in the cross-section and the cylinder axis as coordinate directions. A direction of flight is

$$
\mathbf u=(\sin\alpha\cos\beta,\ \sin\alpha\sin\beta,\ \cos\alpha),
\qquad 0<\alpha<\pi,\quad -\tfrac{\pi}{2}<\beta<\tfrac{\pi}{2}. \tag{4}
$$

The cosine law gives a solid angle $d\Omega=\sin\alpha\,d\alpha\,d\beta$ a probability equal to the normal component of $\mathbf u$ times $d\Omega/\pi$:

$$
dP=\frac{1}{\pi}\sin^2\!\alpha\,\cos\beta\;d\alpha\,d\beta. \tag{5}
$$

It is normalized, because $\int_0^\pi\sin^2\alpha\,d\alpha=\pi/2$ and $\int_{-\pi/2}^{\pi/2}\cos\beta\,d\beta=2$.

Seen along the axis, the path is a chord of a circle that makes the angle $\beta$ with the diameter, so its projected length is $d\cos\beta$. The projection shortens the true path $\ell$ by the factor $\sin\alpha$, and the axial displacement is $x=\ell\cos\alpha$. Therefore

$$
\ell=\frac{d\cos\beta}{\sin\alpha},\qquad x=d\cos\beta\cot\alpha. \tag{6}
$$

The mean hop $\langle x\rangle$ vanishes, since $\alpha$ and $\pi-\alpha$ are equally likely. The mean square is

$$
M_2=\langle x^2\rangle=\frac{d^2}{\pi}
\int_{-\pi/2}^{\pi/2}\!\cos^3\!\beta\,d\beta
\int_0^\pi\!\cos^2\!\alpha\,d\alpha
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3}. \tag{7}
$$

Here $\sin^2\alpha$ from (5) has cancelled the denominator of $\cot^2\alpha$, and the first integral is $\int(1-\sin^2\beta)\cos\beta\,d\beta=2-\tfrac23$. Quadrature in a different set of angles, measured from the wall normal, gives $M_2/d^2=0.666667$.

## The balance on the wall

Far from both ends, the molecules that strike the wall at $z$ were last re-emitted at some other depth $z'$. Let $K(x)$ be the probability density of the axial hop. It is even and has unit integral. A fraction $1-s$ of the hits at $z'$ is re-emitted, so

$$
\Gamma(z)=(1-s)\int K(z-z')\,\Gamma(z')\,dz'. \tag{8}
$$

If $\Gamma$ changes little over one diameter, expand it about $z$:

$$
\Gamma(z')\approx\Gamma(z)+(z'-z)\Gamma'(z)+\tfrac12(z'-z)^2\Gamma''(z).
$$

The linear term integrates to zero and the quadratic term gives $M_2/2$. Equation (8) becomes

$$
\Gamma=(1-s)\left(\Gamma+\tfrac12M_2\Gamma''\right)
\quad\Longrightarrow\quad
s\,\Gamma=(1-s)\,\tfrac12M_2\,\Gamma''. \tag{9}
$$

For small $s$ the factor $1-s$ on the right is replaced by one. Keeping it would change the result by a relative amount of order $s$, which at fixed $\phi$ is of order $(d/L)^2$. Other neglected terms, examined below, are at least of order $d/L$ and are larger. With (7),

$$
\Gamma''=\frac{2s}{M_2}\Gamma=\frac{3s}{d^2}\,\Gamma=\kappa^2\Gamma,
\qquad \kappa=\frac{\sqrt{3s}}{d}. \tag{10}
$$

The 3 in the Thiele modulus is thus $2d^2/M_2$, a property of the hop distribution in a cylinder.

## The same equation from diffusion

Let $n$ be the number density and $\bar v$ the mean speed. In an isotropic gas, half the molecules move towards a given surface, and their mean normal speed is $\bar v/2$, so $\Gamma=n\bar v/4$. A length $\Delta z$ of the hole contains $n\pi d^2\Delta z/4$ molecules and receives $(n\bar v/4)\,\pi d\,\Delta z$ wall hits per unit time. The hit rate per molecule is the ratio, $\bar v/d$.

Because re-emission has no memory, successive hops are independent, and their variances add. A random walk with zero mean hop, variance $M_2$ and hop rate $\bar v/d$ has the diffusion coefficient

$$
D=\frac12\cdot\frac{\bar v}{d}\cdot M_2
=\frac12\cdot\frac{\bar v}{d}\cdot\frac{2d^2}{3}=\frac{d\,\bar v}{3}. \tag{11}
$$

This is the Knudsen diffusion coefficient of a long cylinder. Since $n=4\Gamma/\bar v$, the net flow is

$$
J=-D\,n'=-\frac{d\bar v}{3}\cdot\frac{4}{\bar v}\,\Gamma'=-\frac{4d}{3}\,\Gamma', \tag{12}
$$

which is the relation used in (2). Each molecule is lost at the rate $k=s\bar v/d$, the hit rate times $s$. The steady balance $Dn''=kn$ then reads

$$
\frac{d\bar v}{3}\,n''=\frac{s\bar v}{d}\,n
\quad\Longrightarrow\quad n''=\frac{3s}{d^2}\,n, \tag{13}
$$

in agreement with (10). The speed has cancelled: within this model, temperature and molecular mass can affect the shape of the profile through $s$ but not through the transport. The modulus also has a direct reading,

$$
\phi^2=\frac{kL^2}{D}=\frac{L^2/D}{1/k},
$$

the ratio of the time to diffuse down the hole to the lifetime against reaction.

## The two ends and the solution

At the mouth, the outer gas sends the flux $\Gamma_0$ into the hole. The stream coming back out is $\Gamma_0-J(0)$. By (12), $J(0)$ is of order $d\kappa\Gamma_0=(\phi\,d/L)\Gamma_0$. The two streams therefore differ by a relative amount of order $d/L$, and to leading order the wall just inside the mouth receives the open-surface flux:

$$
\Gamma(0)=\Gamma_0. \tag{14}
$$

At the bottom, the net flow equals the reaction on the bottom disc, $J(L)=s\,\Gamma(L)$ per unit area. With (12),

$$
\Gamma'(L)=-\frac{3s}{4d}\Gamma(L)=-\kappa b\,\Gamma(L),
\qquad b=\frac{\kappa d}{4}=\frac{\sqrt{3s}}{4}. \tag{15}
$$

The general solution of (10) can be written as

$$
\Gamma(z)=A\cosh[\kappa(L-z)]+B\sinh[\kappa(L-z)]. \tag{16}
$$

At $z=L$ this gives $\Gamma(L)=A$ and $\Gamma'(L)=-\kappa B$, so (15) requires $B=bA$. Condition (14) then fixes $A$:

$$
\frac{\Gamma(z)}{\Gamma_0}=
\frac{\cosh[\kappa(L-z)]+b\sinh[\kappa(L-z)]}{\cosh\phi+b\sinh\phi},
\qquad \phi=\kappa L. \tag{17}
$$

Since $b$ is small, the leading-order profile is

$$
\boxed{\;\frac{R(z)}{R_0}=\frac{\cosh[\phi(1-z/L)]}{\cosh\phi},
\qquad \phi=\frac{L\sqrt{3s}}{d}\;} \tag{18}
$$

The term in $b$ shows what a reactive bottom does. At $z=L$, (17) is $1/(\cosh\phi+b\sinh\phi)\approx(1-b\tanh\phi)/\cosh\phi$, so compared with an inert bottom the flux there is lowered by the fraction

$$
\delta_{\rm b}\approx\frac{\sqrt{3s}}{4}\tanh\phi. \tag{19}
$$

The bottom disc has the area $\pi d^2/4$ of a strip of side wall of length $d/4$, which is why $b=\kappa d/4$. Equation (17) is not a full next-order result, because the mouth condition has an error of the same order in $d/L$.

## Average, limits and penetration depth

The side-wall average follows by integrating (18). With $u=\phi(1-z/L)$ and $dz=-(L/\phi)\,du$,

$$
\frac{\langle R\rangle}{R_0}=\frac{1}{\phi\cosh\phi}\int_0^\phi\cosh u\,du
=\frac{\tanh\phi}{\phi}. \tag{20}
$$

The flow through the mouth must equal this consumption. From (12) and (18), the inflow is $(\pi d^2/4)(4d/3)\kappa\Gamma_0\tanh\phi=(\pi d^3\kappa/3)\Gamma_0\tanh\phi$. The consumption is $s\pi dL\Gamma_0\tanh\phi/\phi$. Putting $s=\kappa^2d^2/3$ and $L/\phi=1/\kappa$ turns the second expression into the first.

For $\phi\ll1$, the bottom value is $1/\cosh\phi\approx1-\phi^2/2$, which is (3). For $\phi\gg1$, and not too near the bottom, (18) becomes $e^{-\kappa z}$, with penetration depth $1/\kappa=d/\sqrt{3s}$. In this limit the total uptake no longer depends on $L$.

The exponential cannot be followed to arbitrary depth. A point at the centre of the bottom sees the mouth within a cone of half-angle $\theta_0$, where $\tan\theta_0=d/(2L)$. The cosine-weighted share of the flux from this cone is

$$
\frac{\Gamma_{\rm direct}}{\Gamma_0}=\sin^2\theta_0\approx\frac{d^2}{4L^2}. \tag{21}
$$

These molecules reach the bottom without touching a wall, whatever the value of $s$. When $s$ is small, most of them are re-emitted and, for $\phi\gg1$, spread over a wall length of about $1/\kappa$ before they react. They arrive at the total rate $(\pi d^2/4)\,\Gamma_0d^2/(4L^2)$. If they maintain a flux $\Gamma_{\rm b}$ at the bottom, which decays upwards as $e^{-\kappa(L-z)}$, the wall consumes them at the rate $s\,\pi d\,\Gamma_{\rm b}/\kappa$. Equating the two rates and using $s=\kappa^2d^2/3$ gives $\Gamma_{\rm b}\approx3d\,\Gamma_0/(16\phi L)$. Direct flights to the side wall and long hops from the upper wall add to this. At large $\phi$, the cosh law therefore requires $1/\cosh\phi$ to be much larger than both $d^2/(4L^2)$ and $d/(\phi L)$. This holds for a deep hole at fixed $\phi$, but fails if $\phi$ is made large enough at fixed $L/d$.

## Why the error falls slowly with depth

Long hops limit the gradient expansion. A hop beyond $X\gg d$ in one direction needs $\alpha<d\cos\beta/X$, with $\alpha$ small. From (5), with $\sin\alpha\approx\alpha$,

$$
P(x>X)\approx\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\beta\,
\frac{d^3\cos^3\beta}{3X^3}\,d\beta
=\frac{d^3}{3\pi X^3}\cdot\frac{3\pi}{8}=\frac{d^3}{8X^3}. \tag{22}
$$

Both directions together give $d^3/(4X^3)$. At $X=6d$ this is $0.00116$, and sampled flights give $0.00112$. Differentiating (22) gives $K(x)\approx3d^3/(8|x|^4)$, so the integral of $x^4K$ diverges. The usual next term of the expansion does not exist for an infinite cylinder.

In a hole of depth $L$, the hops are cut off near $L$, and the fourth moment is of order $d^3L$. The corresponding term is of order $d^3L\,\Gamma''''\sim(d/L)^3\Gamma$, while the retained term $M_2\Gamma''$ is of order $(d/L)^2\Gamma$. This estimate gives a relative error of order $d/L$, the same order as the end corrections. It assumes a smooth profile, however. At the mouth the slope of the flux changes abruptly, and the long hops that cross it add a term of order $(d/L)\ln(L/d)$.

The estimate can be compared with a ballistic calculation that uses no gradient expansion. The wall is divided into rings of length $d/12$, which exchange molecules with each other, with the reactive bottom and with the mouth according to the cosine law. At $L/d=10$ its wall fluxes agree with those from three-dimensional particle tracing within 1.6 %. At fixed $\phi=1.2$, the largest difference between the ballistic profile and (18), in units of the open-surface rate, is:

| $L/d$ | largest difference |
|---:|---:|
| 20 | 0.041 |
| 40 | 0.023 |
| 80 | 0.013 |
| 160 | 0.007 |

Each doubling reduces the difference by a factor of about 1.8, a little less than the factor 2 of a pure $d/L$ law. The logarithm accounts for this: the difference multiplied by $L/d$ is not constant but grows by about 0.1 at each doubling. At $\phi=2.5$ and $L/d=160$, the largest difference is 0.014.

## A worked example

Take the round model values $d=100$ nm, $L=4$ µm and $s=3\times10^{-4}$, with 1 nm of film on the open surface. Then

$$
\frac Ld=\frac{4000}{100}=40,\qquad
\sqrt{3s}=\sqrt{9\times10^{-4}}=0.03,\qquad
\phi=40\times0.03=1.2 .
$$

The bottom thickness from (18) is $1\ \text{nm}/\cosh1.2=0.552$ nm. The profile is:

| $z$ (µm) | cosh law (nm) | ballistic (nm) |
|---:|---:|---:|
| 0 | 1.000 | 0.984 |
| 1 | 0.791 | 0.768 |
| 2 | 0.655 | 0.633 |
| 3 | 0.577 | 0.556 |
| 4 | 0.552 | 0.532 |

The side-wall average is $\tanh(1.2)/1.2=0.695$, or 0.695 nm, against 0.673 nm from the ballistic calculation. At the bottom, the cosh law is high by 0.020 nm, about 4 % of the ballistic value.

Part of this excess comes from the mouth. The net inflow is $J(0)/\Gamma_0\approx\tfrac43\times0.03\times\tanh1.2\approx0.033$, so the stream leaving the hole is about 3 % weaker than the stream entering it. A wall element at the lip receives about half its flux from each side, which suggests, as a rough estimate, a value near $1-0.033/2\approx0.983$. The ballistic entry 0.984 in the row $z=0$ belongs to the uppermost ring, centred at depth $d/24$; at the lip itself the flux is slightly higher, about 0.986. Bottom loss contributes $\delta_{\rm b}\approx(0.03/4)\tanh1.2=0.625$ %. Making the bottom inert in the ballistic calculation gives 0.626 % for the same effect. The remainder of the excess is plausibly due to long hops, but it has not been isolated.

The assumptions about the gas can be checked for model molecules of mass 40 u and hard-sphere diameter 0.4 nm, at 500 K and 10 Pa. The mean free path is about 970 µm, far above both $d$ and $L$. The mean speed of 514 m/s gives $D=1.7\times10^{-5}$ m²/s and a diffusion time $L^2/D\approx0.9$ µs. This time counts flights only, about 0.2 ns per hop, and assumes that a molecule leaves the wall at once. A residence time $\tau$ per hit multiplies it by $1+\tau\bar v/d$ without changing the steady profile; for a binding energy of 0.5 eV and a prefactor of $10^{-13}$ s, $\tau\approx11$ ns at 500 K and the time becomes about 50 µs. The steady profile applies if the supply and the surface change slowly on the resulting scale. A film of 1 nm on opposite walls narrows the mouth by 2 %, which raises $\phi$ by at most about 2 %.

**Choosing the sticking probability.** If the bottom is to receive at least a fraction $c$ of the open-surface thickness, (18) requires $\cosh\phi\le1/c$, or

$$
s\le s_{\max}=\frac13\left(\frac dL\right)^2\operatorname{arccosh}^2\!\left(\frac1c\right). \tag{23}
$$

For $c=0.90$ and $L/d=40$, the largest modulus is $0.467$, and $s_{\max}=(0.467/40)^2/3\approx4.5\times10^{-5}$. The ballistic bottom value at this $s$ is 0.893, slightly below the target, so a strict requirement needs a margin, here about 7 % in $s$. In the deep-hole limit, doubling the aspect ratio at fixed $c$ lowers the permitted $s$ by a factor of four.

**Large sticking.** For $s=0.5$ and $L/d=10$, the formula gives $\phi=12.25$ and a bottom value of $9.6\times10^{-6}$. The ballistic value is $3.0\times10^{-3}$, over three hundred times larger. Direct flight alone supplies $2.5\times10^{-3}$, in agreement with (21), and accounts for most of it. Here $\Gamma$ changes strongly within one diameter, and the step from (8) to (9) is not justified.

## Recombination and saturating surfaces

In plasma processing, a radical can disappear at the wall without adding to the film, for instance by recombination. Let a hit cause recombination with probability $r$ and growth with probability $g$, both constant. The transport equation contains the total loss, so $s=r+g$ in $\phi$, while the growth rate is proportional to $g\Gamma$. The relative profile is still (18). A small growth probability does not by itself give a uniform film if $r$ is large.

In an atomic-layer half-reaction, the growth probability falls as sites are used up. Let $\theta$ be the fraction of occupied sites, $N$ the number of sites per unit area, and $g=g_0(1-\theta)$. If $r$ is constant and $g_0\ll r$, the loss remains nearly constant and $\Gamma(z)$ keeps its cosh shape. The coverage then obeys

$$
\frac{d\theta}{dt}=\frac{g_0\Gamma(z)}{N}(1-\theta)
\quad\Longrightarrow\quad
\theta(z,t)=1-\exp\!\left[-\frac{g_0\Gamma(z)\,t}{N}\right] \tag{24}
$$

for an initially empty surface. A given coverage requires a given product $\Gamma t$, so the bottom needs an exposure $\cosh\phi$ times longer than the open surface. For $\phi=1.2$, this factor is $1/0.552\approx1.8$. After a long exposure, the coverage is uniform although the flux is not.

If there is no recombination, the loss itself is $s=g_0(1-\theta)$, and (10) becomes $\Gamma''=3g_0(1-\theta)\Gamma/d^2$. Its coefficient depends on depth and time once the coverage is appreciable. The cosh law then describes the uptake at the start of the exposure, while $\theta\ll1$ everywhere, and not the later filling of the hole. The numerical output follows.

## Values computed for the example and the checks

```
hop variance / d^2 (quadrature): 0.666667
mean chord / d (quadrature): 1.000000
P(|hop| > 6 d), sampled: 0.00112
P(|hop| > 6 d), tail law: 0.00116
particle tracing vs exchange, largest rel. gap: 0.0156
convergence test at phi = 1.2
  L/d = 20: largest |ballistic - cosh| = 0.0414
  L/d = 40: largest |ballistic - cosh| = 0.0231
  L/d = 80: largest |ballistic - cosh| = 0.0127
  L/d = 160: largest |ballistic - cosh| = 0.0069
same at phi = 2.5, L/d = 160: 0.0144
example: d = 100 nm, L = 4 um, s = 3.0e-04
aspect ratio L/d: 40
Thiele modulus phi: 1.2000
open-surface thickness: 1.00 nm
thickness in nm at depth z: cosh law, ballistic wall value
  z = 0 um: 1.000, 0.984
  z = 1 um: 0.791, 0.768
  z = 2 um: 0.655, 0.633
  z = 3 um: 0.577, 0.556
  z = 4 um: 0.552, 0.532
ballistic thickness on bottom disc: 0.532 nm
wall average, tanh(phi)/phi: 0.695 nm
wall average, ballistic: 0.673 nm
bottom-loss effect, ballistic: 0.626 %
bottom-loss effect, formula: 0.625 %
design bottom coverage: 0.90
largest phi for it: 0.4671
largest s for it: 4.55e-05
ballistic bottom coverage at that s: 0.893
large sticking: s = 0.5, L/d = 10, phi = 12.25
  bottom / open, cosh law: 9.59e-06
  bottom / open, ballistic: 3.03e-03
  bottom / open, direct flight only: 2.49e-03
model gas: 40 u, 0.4 nm sphere, 500 K, 10 Pa
mean speed: 514.4 m/s
Knudsen diffusion coefficient: 1.715e-05 m^2/s
mean free path: 971 um
diffusion time L^2/D: 0.93 us
```
